# Spin potentials and spin stiffness in the Perdew-Wang correlation functional: a program that tests the result

```python
"""
Result under test: LSDA spin potentials of the uniform electron gas,
  v_up = e - (rs/3) de/drs + (1-zeta) de/dzeta
  v_dn = e - (rs/3) de/drs - (1+zeta) de/dzeta,
and the fact that the Perdew-Wang (PW) correlation interpolation has
curvature alpha_c(rs) at zeta=0, while the von Barth-Hedin (vBH) form has
f''(0)*(e1-e0), tied to the end points e0 (zeta=0) and e1 (zeta=1).
Symbols: rs = density radius, zeta = relative spin polarization,
e = energy per electron, kF = Fermi wavenumber of the unpolarized gas,
f = exchange interpolation function. Hartree atomic units throughout.
Both interpolations use the same fitted end-point energies.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf.dft import libxc

PI = np.pi
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
F_DEN = 2**(4/3) - 2
F2 = 8/(9*F_DEN)
LOG_PARA = (1 - np.log(2))/PI**2
LOG_STIFF = 1/(6*PI**2)

# Fit inputs: A, a1, b1, b2, b3, b4
PARA = (LOG_PARA, 0.21370, 7.5957, 3.5876, 1.6382, 0.49294)
FERRO = (LOG_PARA/2, 0.20548, 14.1189, 6.1977, 3.3662, 0.62517)
STIFF = (LOG_STIFF, 0.11125, 10.357, 3.6231, 0.88026, 0.49671)


def fit_g(rs, par):
    """Fitting function and its rs derivative."""
    A, a1, b1, b2, b3, b4 = par
    s = np.sqrt(rs)
    q = 2*A*(b1*s + b2*rs + b3*rs*s + b4*rs**2)
    dq = 2*A*(b1/(2*s) + b2 + 1.5*b3*s + 2*b4*rs)
    log = np.log1p(1/q)
    value = -2*A*(1 + a1*rs)*log
    slope = -2*A*a1*log + 2*A*(1 + a1*rs)*dq/(q*(q + 1))
    return value, slope


def f(z):
    return ((1 + z)**(4/3) + (1 - z)**(4/3) - 2)/F_DEN


def fp(z):
    return 4/3*((1 + z)**(1/3) - (1 - z)**(1/3))/F_DEN


def correlation(rs, z, scheme):
    """Energy, rs derivative, zeta derivative."""
    e0, d0 = fit_g(rs, PARA)
    e1, d1 = fit_g(rs, FERRO)
    minus_a, minus_da = fit_g(rs, STIFF)
    a, da = -minus_a, -minus_da
    if scheme == "PW":
        wa = f(z)*(1 - z**4)/F2
        dwa = (fp(z)*(1 - z**4) - 4*z**3*f(z))/F2
        wd = f(z)*z**4
        dwd = fp(z)*z**4 + 4*z**3*f(z)
    else:
        wa, dwa, wd, dwd = 0.0, 0.0, f(z), fp(z)
    return (e0 + a*wa + (e1 - e0)*wd,
            d0 + da*wa + (d1 - d0)*wd,
            a*dwa + (e1 - e0)*dwd)


def fermi_k(rs):
    return (9*PI/4)**(1/3)/rs


def exchange(rs, z):
    pre = -3*fermi_k(rs)/(8*PI)
    e = pre*((1 + z)**(4/3) + (1 - z)**(4/3))
    dz = pre*4/3*((1 + z)**(1/3) - (1 - z)**(1/3))
    return e, -e/rs, dz


def potentials(rs, z, parts):
    e, drs, dz = parts
    common = e - rs*drs/3
    return np.array([common + (1 - z)*dz, common - (1 + z)*dz])


def spin_densities(rs, z):
    n = 3/(4*PI*rs**3)
    return np.array([n*(1 + z)/2, n*(1 - z)/2])


def energy_density(ns, scheme):
    n = ns[0] + ns[1]
    rs = (3/(4*PI*n))**(1/3)
    z = (ns[0] - ns[1])/n
    return n*(correlation(rs, z, scheme)[0] + exchange(rs, z)[0])


def library_pw(rs, z):
    """Correlation energy and spin potentials from libxc."""
    ns = spin_densities(rs, z)
    out = libxc.eval_xc(",LDA_C_PW_MOD",
                        (np.array([ns[0]]), np.array([ns[1]])),
                        spin=1, deriv=1)
    return np.ravel(out[0])[0], np.ravel(out[1][0])


def curvatures(rs):
    """PW and vBH correlation curvatures at zeta=0."""
    return (-fit_g(rs, STIFF)[0],
            F2*(fit_g(rs, FERRO)[0] - fit_g(rs, PARA)[0]))


# Potentials: density derivatives, libxc, and spin-scaled exchange
for rs in (0.5, 2.0, 4.0, 10.0):
    for z in (-0.6, 0.0, 0.2, 0.85):
        ns = spin_densities(rs, z)
        vx = potentials(rs, z, exchange(rs, z))
        assert np.allclose(vx, -(6*ns/PI)**(1/3), rtol=1e-11)
        for scheme in ("PW", "vBH"):
            v = vx + potentials(rs, z, correlation(rs, z, scheme))
            for s in (0, 1):
                step = np.zeros(2)
                step[s] = 1e-4*ns[s]
                numeric = (energy_density(ns + step, scheme)
                           - energy_density(ns - step, scheme))/(2*step[s])
                assert abs(numeric - v[s]) < 1e-6
        lib_e, lib_v = library_pw(rs, z)
        own = correlation(rs, z, "PW")
        assert abs(lib_e - own[0]) < 1e-6
        assert np.max(np.abs(lib_v - potentials(rs, z, own))) < 1e-6

# Curvatures from finite differences of energies
h = 0.01
for rs in (0.5, 2.0, 4.0, 10.0):
    pw_curv, vbh_curv = curvatures(rs)
    lib_curv = 2*(library_pw(rs, h)[0] - library_pw(rs, 0.0)[0])/h**2
    assert abs(lib_curv/pw_curv - 1) < 2e-4
    num_vbh = 2*(correlation(rs, h, "vBH")[0]
                 - correlation(rs, 0.0, "vBH")[0])/h**2
    assert abs(num_vbh/vbh_curv - 1) < 2e-4
    num_x = 2*(exchange(rs, h)[0] - exchange(rs, 0.0)[0])/h**2
    assert abs(num_x/(-fermi_k(rs)/(3*PI)) - 1) < 2e-4
    x_ends = exchange(rs, 1.0)[0] - exchange(rs, 0.0)[0]
    assert abs(F2*x_ends/num_x - 1) < 2e-4

# Polarization at which the vBH splitting error changes sign
z_turn = brentq(lambda z: fp(z)*(1 - z**4) - 4*z**3*f(z), 0.3, 0.95)
for rs in (1.0, 5.0):
    errors = []
    for z in (z_turn - 0.1, z_turn, z_turn + 0.1):
        lib_v = library_pw(rs, z)[1]
        errors.append(2*correlation(rs, z, "vBH")[2] - lib_v[0] + lib_v[1])
    assert errors[0] > 1e-4 and errors[2] < -1e-4
    assert abs(errors[1]) < 2e-6


def log_coefficient(z):
    """Small-wavenumber prediction for the coefficient of ln(rs)."""
    xs = ((1 + z)**(1/3), (1 - z)**(1/3))

    def integrand(u):
        return (sum(x - u*np.arctan2(x, u) for x in xs)/(2*PI**2))**2
    low = quad(integrand, 0, 2, epsabs=1e-14, epsrel=1e-11)[0]
    high = quad(integrand, 2, np.inf, epsabs=1e-14, epsrel=1e-11)[0]
    return 3*PI*(low + high)


NODES_Q, WEIGHTS_Q = np.polynomial.legendre.leggauss(400)
NODES_T, WEIGHTS_T = np.polynomial.legendre.leggauss(120)


def ring_energy(rs, z):
    """Full ring energy per electron, imaginary-frequency Lindhard response."""
    kf = fermi_k(rs)
    lo, hi = np.log(1e-6), np.log(100.0)
    q = np.exp(lo + (hi - lo)*(NODES_Q + 1)/2)[:, None]
    wq = (WEIGHTS_Q*(hi - lo)/2)[:, None]*q
    t = ((NODES_T + 1)/2)[None, :]
    u = (1 + q/2)*t/(1 - t)
    wu = (WEIGHTS_T/2)[None, :]*(1 + q/2)/(1 - t)**2
    response = 0.0
    for x in ((1 + z)**(1/3), (1 - z)**(1/3)):
        y, w = q/(2*x), u/x
        log = np.log1p(4*y/((1 - y)**2 + w**2))
        bracket = (1 + (1 - y**2 + w**2)*log/(4*y)
                   - w*(np.arctan((1 + y)/w) + np.arctan((1 - y)/w)))
        response = response + x*bracket/(4*PI**2)
    c = 4*PI*response/(kf*q**2)
    # A series avoids cancellation when the coupling is weak
    small = np.abs(c) < 1e-4
    safe = np.where(small, 1.0, c)
    kernel = np.where(small, -c**2/2 + c**3/3 - c**4/4,
                      np.log1p(safe) - safe)
    return 3*kf**2/(4*PI)*np.sum(wq*wu*q**3*kernel)


# Logarithm: full integral, then its polarization dependence.
# Remaining slope error is of order rs*ln(rs), plus quadrature error.
ring_slopes = {}
for z in (0.0, 0.6):
    ring_slopes[z] = (ring_energy(1e-4, z)
                      - ring_energy(1e-5, z))/np.log(10)
    assert abs(ring_slopes[z]/log_coefficient(z) - 1) < 2e-3
c0, c1 = log_coefficient(0.0), log_coefficient(1.0)
hz = 0.02
c_curv = 2*(log_coefficient(hz) - c0)/hz**2
assert abs(c0/LOG_PARA - 1) < 1e-7
assert abs(c1/c0 - 0.5) < 1e-7
assert abs(c_curv/(-LOG_STIFF) - 1) < 2e-3
limit_ratio = 3*F2*(1 - np.log(2))
assert abs(F2*(c1 - c0)/c_curv/limit_ratio - 1) < 2e-3

# Density at which the two fitted curvatures agree
rs_cross = brentq(lambda r: curvatures(r)[1] - curvatures(r)[0], 10, 1000)
for r in np.geomspace(0.001, 0.98*rs_cross, 100):
    assert curvatures(r)[1] > curvatures(r)[0]
for r in np.geomspace(1.02*rs_cross, 1000, 30):
    assert curvatures(r)[1] < curvatures(r)[0]


def enhancement(rs, corr_curv):
    k = fermi_k(rs)
    return (k**2/3)/(k**2/3 - k/(3*PI) + corr_curv)


def polarization(rs, field, scheme):
    """Solve equality of the two spin chemical potentials in a field."""
    def mismatch(z):
        k = fermi_k(rs)
        gap = k**2/2*((1 + z)**(2/3) - (1 - z)**(2/3))
        if scheme != "free":
            v = (potentials(rs, z, exchange(rs, z))
                 + potentials(rs, z, correlation(rs, z, scheme)))
            gap += v[0] - v[1]
        return gap - 2*field
    return brentq(mismatch, 0, 0.1, xtol=1e-14)


# Worked example
rs, z = 4.0, 0.2
kf = fermi_k(rs)
ns = spin_densities(rs, z)
pw_curv, vbh_curv = curvatures(rs)
chi = {"PW": enhancement(rs, pw_curv), "vBH": enhancement(rs, vbh_curv)}
free_z = polarization(rs, 1e-4, "free")
for scheme in chi:
    measured = polarization(rs, 1e-4, scheme)/free_z
    assert abs(measured/chi[scheme] - 1) < 1e-4

vx = potentials(rs, z, exchange(rs, z))
print(f"rs = {rs:.1f} bohr, zeta = {z:.1f}")
print(f"n_up, n_dn = {ns[0]:.7f}, {ns[1]:.7f} bohr^-3")
print(f"kF = {kf:.6f} bohr^-1")
print(f"f, f', f''(0) = {f(z):.6f}, {fp(z):.6f}, {F2:.6f}")
print(f"e0 = {fit_g(rs, PARA)[0]:.6f} Ha")
print(f"e1 = {fit_g(rs, FERRO)[0]:.6f} Ha")
print(f"alpha_c (PW curvature) = {pw_curv:.6f} Ha")
print(f"vBH curvature = {vbh_curv:.6f} Ha")
print(f"exchange curvature = {-kf/(3*PI):.6f} Ha")
print(f"kinetic curvature = {kf**2/3:.6f} Ha")
print(f"exchange energy per electron = {exchange(rs, z)[0]:.6f} Ha")
print(f"v_x up, dn = {vx[0]:.6f}, {vx[1]:.6f} Ha")
for scheme in ("PW", "vBH"):
    parts = correlation(rs, z, scheme)
    vc = potentials(rs, z, parts)
    vxc = vx + vc
    print(f"{scheme}: eps_c = {parts[0]:.6f} Ha")
    print(f"{scheme}: d eps_c/d rs = {parts[1]:.6f} Ha/bohr")
    print(f"{scheme}: d eps_c/d zeta = {parts[2]:.6f} Ha")
    print(f"{scheme}: v_c up, dn = {vc[0]:.6f}, {vc[1]:.6f} Ha")
    print(f"{scheme}: v_xc up, dn = {vxc[0]:.6f}, {vxc[1]:.6f} Ha")
    print(f"{scheme}: v_xc up, dn = {vxc[0]*HARTREE_EV:.4f}, "
          f"{vxc[1]*HARTREE_EV:.4f} eV")
    print(f"{scheme}: v_c up-dn = {vc[0]-vc[1]:.6f} Ha")
    print(f"{scheme}: v_xc up-dn = {vxc[0]-vxc[1]:.6f} Ha")
    print(f"{scheme}: chi/chi_Pauli = {chi[scheme]:.4f}")
print(f"linear PW v_c splitting 2*alpha_c*zeta = {2*pw_curv*z:.6f} Ha")
for r in (0.1, 1.0, 2.0, 4.0, 10.0):
    a, b = curvatures(r)
    print(f"rs={r:.1f} bohr: PW, vBH curvature = {a:.6f}, {b:.6f} Ha; "
          f"ratio {b/a:.4f}")
print(f"high-density limit of vBH/PW ratio = {limit_ratio:.4f}")
print(f"fitted curvatures cross at rs = {rs_cross:.1f} bohr")
print(f"splitting error changes sign at zeta = {z_turn:.4f}")
print(f"log coefficients C(0), C(1) = {c0:.6f}, {c1:.6f} Ha")
print(f"log coefficient curvature C''(0) = {-LOG_STIFF:.6f} Ha")
for zz, slope in ring_slopes.items():
    print(f"zeta={zz:.1f}: ring slope, C = {slope:.6f}, "
          f"{log_coefficient(zz):.6f} Ha")
print("tests ok")
```

Printed output:

```
rs = 4.0 bohr, zeta = 0.2
n_up, n_dn = 0.0022381, 0.0014921 bohr^-3
kF = 0.479790 bohr^-1
f, f', f''(0) = 0.034327, 0.344568, 1.709921
e0 = -0.031866 Ha
e1 = -0.017315 Ha
alpha_c (PW curvature) = 0.022628 Ha
vBH curvature = 0.024882 Ha
exchange curvature = -0.050907 Ha
kinetic curvature = 0.076733 Ha
exchange energy per electron = -0.115563 Ha
v_x up, dn = -0.162291, -0.141774 Ha
PW: eps_c = -0.031412 Ha
PW: d eps_c/d rs = 0.004174 Ha/bohr
PW: d eps_c/d zeta = 0.004562 Ha
PW: v_c up, dn = -0.033328, -0.042452 Ha
PW: v_xc up, dn = -0.195619, -0.184226 Ha
PW: v_xc up, dn = -5.3231, -5.0130 eV
PW: v_c up-dn = 0.009124 Ha
PW: v_xc up-dn = -0.011393 Ha
PW: chi/chi_Pauli = 1.5837
vBH: eps_c = -0.031367 Ha
vBH: d eps_c/d rs = 0.004161 Ha/bohr
vBH: d eps_c/d zeta = 0.005014 Ha
vBH: v_c up, dn = -0.032904, -0.042932 Ha
vBH: v_xc up, dn = -0.195195, -0.184706 Ha
vBH: v_xc up, dn = -5.3115, -5.0261 eV
vBH: v_c up-dn = 0.010028 Ha
vBH: v_xc up-dn = -0.010489 Ha
vBH: chi/chi_Pauli = 1.5132
linear PW v_c splitting 2*alpha_c*zeta = 0.009051 Ha
rs=0.1 bohr: PW, vBH curvature = 0.075288, 0.099675 Ha; ratio 1.3239
rs=1.0 bohr: PW, vBH curvature = 0.040321, 0.048187 Ha; ratio 1.1951
rs=2.0 bohr: PW, vBH curvature = 0.031080, 0.035652 Ha; ratio 1.1471
rs=4.0 bohr: PW, vBH curvature = 0.022628, 0.024882 Ha; ratio 1.0997
rs=10.0 bohr: PW, vBH curvature = 0.013134, 0.013830 Ha; ratio 1.0530
high-density limit of vBH/PW ratio = 1.5741
fitted curvatures cross at rs = 94.0 bohr
splitting error changes sign at zeta = 0.7703
log coefficients C(0), C(1) = 0.031091, 0.015545 Ha
log coefficient curvature C''(0) = -0.016887 Ha
zeta=0.0: ring slope, C = 0.031089, 0.031091 Ha
zeta=0.6: ring slope, C = 0.027727, 0.027728 Ha
tests ok
```
